Two thermal conductance quanta in an open spin-degenerate electronic channel, part 1

(Sections cited here and not found follow in the second part.)

I. FROM SCATTERING STATES TO THE OPEN-CIRCUIT HEAT CONDUCTANCE

Suppose that the electrical conductance of a narrow contact is known, and that the heat carried by its electrons must be inferred from it. Two errors are possible. If a spin-degenerate channel is counted as one heat channel, the predicted heat is half the true value. If the conductance is converted into heat by the Wiedemann-Franz law while the transmission is changing rapidly with energy, the prediction can fail in the other direction. For a sharp transmission threshold at the chemical potential, derived in the second half, the true heat conductance is 0.416 of the converted value, so the conversion overstates it by a factor 1/0.416 = 2.4. An electron temperature deduced from a heat balance inherits either error. What is needed is a correct count of the channels, together with the condition under which charge and heat conductance are tied to each other.

Setting and assumptions

A hot reservoir H and a cold reservoir C are connected by one orbital channel. Their temperatures are T_H and T_C, and their chemical potentials are μ_H and μ_C. The elementary charge e is positive, so an electron has charge −e. Planck's constant is h = 2πħ, and k is Boltzmann's constant. Currents are positive from H to C.

(A1) Each reservoir is large and in equilibrium. The electrons it sends towards the contact fill their states according to its own Fermi function,

f_r(E) = 1/{exp[(E − μ_r)/(kT_r)] + 1},   r = H or C,

and electrons sent out by different reservoirs are uncorrelated.

(A2) At each energy there is one incoming and one outgoing mode per spin in each lead. The two spins are equivalent and do not mix.

(A3) The electrons are independent and scatter elastically. The potential they move in does not change with the applied temperature or voltage difference.

(A4) The transmission probability τ(E) has a constant value τ > 0 over an energy window many kT wide on both sides of the chemical potential. In particular, the bottom of the band lies many kT below it.

(A5) The heat conductance K is that of the electrons alone, and it is taken at zero charge current. Heat carried by the lattice is a separate quantity.

Theorem. Under (A1) to (A5), up to corrections that are exponentially small in the width of the window divided by kT, the linear conductances at temperature T are

G = (2e²/h) τ,
K = 2τ g₀,   g₀ = π²k²T/(3h),

and therefore

K/(GT) = L₀,   L₀ = π²k²/(3e²).

An open channel, τ = 1, carries two thermal conductance quanta g₀, one for each spin.

The two claims have different conditions. The Wiedemann-Franz ratio L₀ follows for any constant τ > 0. The count of two quanta requires τ = 1 as well. Assumption (A4) enters only in the second half; the three lemmas that follow hold for a transmission that depends on energy.

Lemma 1 (currents). Under (A1) to (A3), the particle current and the heat current are

I_N = (2/h) ∫ τ(E) [f_H(E) − f_C(E)] dE,   (1)
J = (2/h) ∫ (E − μ) τ(E) [f_H(E) − f_C(E)] dE,   (2)

where μ = (μ_H + μ_C)/2.

Proof. Consider first the modes moving in one direction in a uniform lead of length ℓ. For one spin, the allowed wave numbers q are spaced by 2π/ℓ. A filled state contributes v/ℓ to the particle current, where v = (1/ħ) dE/dq is its group velocity. If the states are filled with probability F(E), the current they carry is

Σ_q (v/ℓ) F = ∫ (ℓ dq/2π) (v/ℓ) F = ∫ (dq/2π) (1/ħ)(dE/dq) F = (1/h) ∫ F(E) dE.

The last step uses 2πħ = h. The velocity has cancelled against the density of states, so the shape of the band does not matter. A slow electron contributes less current, but slow electrons have proportionally more states per unit energy.

Now include the contact. Let t be the amplitude for passing from H to C and r' the amplitude for an electron coming from C to be reflected back into C. The annihilation operator of the outgoing mode in lead C is

b_C = t a_H + r' a_C,

where a_H and a_C belong to the incoming modes. Since the incoming electrons are uncorrelated, the cross terms average to zero, and the outgoing mode is filled with probability

|t|² f_H + |r'|² f_C.

The 2 × 2 scattering matrix is unitary because particles are conserved. Its row for lead C has unit length, so |t|² + |r'|² = 1. With τ = |t|², the occupation of the outgoing mode minus that of the incoming mode in lead C is

τ f_H + (1 − τ) f_C − f_C = τ (f_H − f_C).

No separate factor for blocked final states is needed, because the Fermi statistics are already contained in the occupations. Multiplication by dE/h, integration, and a factor 2 for spin give (1).

For the heat, the energy current is obtained by inserting E into the integral, since elastic scattering leaves the energy of each electron unchanged. When a reservoir loses energy dU and dN particles at fixed volume, the heat it loses is dU − μ_r dN. The heat leaving H therefore has the weight E − μ_H, and the heat entering C has the weight E − μ_C. The two differ by (μ_H − μ_C) I_N, which is the electrical work turned into heat. Equation (2) is their mean. At I_N = 0, the case needed for K, all three currents are equal and the choice of reference does not matter. ∎

Remark on the Fermi sea. Only the difference f_H − f_C has a direct meaning in (2). The current sent out by one reservoir alone contains a large contribution from the filled sea, and this is cancelled by the electrons moving the other way. For equal chemical potentials, the hot reservoir supplies more electrons above μ and fewer below it. The electrons in excess above μ carry heat from H to C. The deficit below μ has a negative occupation difference and a negative weight E − μ, so it also contributes positively. Heat thus flows through both sides of the Fermi level, while the two contributions to the particle current oppose each other.

A test of Lemma 1 in real time

Lemma 1 assumes a steady state. It can be compared with a calculation that uses only finite chains and no scattering states. Take two tight-binding half-chains of 200 sites each, for one spin, with nearest-neighbour hopping amplitude −1 and ħ = k = 1. Prepare each in its own equilibrium, join them at time zero by a bond of hopping amplitude −b, and follow the evolution of the whole chain. The energies of an infinite chain are E = −2 cos q, so the largest speed is 2 sites per unit time. A signal from the junction returns from the far ends at time 200.

The transmission of the bond follows from the wave equation. Let the left half end at site 0 and the right half begin at site 1, and write

ψ_j = e^{iqj} + ρ e^{−iqj} for j ≤ 0,   ψ_j = t e^{iqj} for j ≥ 1.

If the left-hand form were continued to site 1 with unit hopping, it would satisfy the wave equation at site 0. The actual equation there has b ψ₁ in place of this continued value, and hence

b t e^{iq} = e^{iq} + ρ e^{−iq}.

The same argument at site 1, with the right-hand form continued to site 0, gives

b (1 + ρ) = t.

Inserting ρ = t/b − 1 in the first condition gives

t (b e^{iq} − e^{−iq}/b) = e^{iq} − e^{−iq} = 2i sin q,

and the squared modulus of t is

τ(E) = 4b² sin²q / (1 + b⁴ − 2b² cos 2q),
sin²q = 1 − E²/4,   cos 2q = E²/2 − 1.

For b = 1 the denominator is 2 − 2 cos 2q = 4 sin²q, so τ = 1 inside the band, as it must be for a uniform chain.

The transfer rate is found from half the difference between the left and right energies, or particle numbers, at times 50 and 150. By then the disturbance caused by the joining has settled, and the echo has not yet returned. With temperatures 0.15 and 0.05 and both chemical potentials zero, the evolved heat rate for b = 1 is 0.005236. The one-spin form of (2), with h = 2π, also gives 0.005236. For b = 0.5 both values are 0.003294. With a common temperature 0.1 and chemical potentials 0.05 and −0.05, the particle rates are 0.015915 for b = 1 and 0.010154 for b = 0.5, again the same from the evolution and from (1) to the digits given. The weakened bond tests the factor τ(E), and the perfect bond tests the prefactor.

Lemma 2 (linear response). Put

μ_H = μ + Δμ/2,   μ_C = μ − Δμ/2,
T_H = T + ΔT/2,   T_C = T − ΔT/2,

and define

x = (E − μ)/(kT),   g(x) = 1/(e^x + 1),   w(x) = −dg/dx,
M_n = ∫ xⁿ τ(μ + kTx) w(x) dx,   n = 0, 1, 2.   (3)

To first order in Δμ and ΔT,

I_N = (2/h) (M₀ Δμ + M₁ kΔT),   (4)
J = (2kT/h) (M₁ Δμ + M₂ kΔT).   (5)

Proof. Each Fermi function is g(u) with u = (E − μ_r)/(kT_r). At the mean values, u = x and

∂u/∂μ_r = −1/(kT),   ∂u/∂T_r = −(E − μ)/(kT²) = −x/T.

The two reservoirs differ by Δμ and ΔT, so

f_H − f_C = (dg/dx) [−Δμ/(kT) − x ΔT/T] = w(x) [Δμ/(kT) + x ΔT/T].

The terms of second order cancel, because the two reservoirs are displaced by equal and opposite amounts from the mean. The first error is of third order. Substitution in (1), with dE = kT dx, gives

I_N = (2/h) ∫ τ w [Δμ + x kΔT] dx,

which is (4). In (2) there is an additional factor E − μ = kTx, so

J = (2kT/h) ∫ x τ w [Δμ + x kΔT] dx,

which is (5). ∎

The coefficient M₁ appears in both equations. In (4) it describes particles driven by a temperature difference, and in (5) it describes heat driven by a difference in chemical potential. It measures the imbalance between transmission above and below μ.

Lemma 3 (conductances). The electrical conductance at equal temperatures, the heat conductance at zero current and the Seebeck coefficient are

G = (2e²/h) M₀,   (6)
K = (2k²T/h) (M₂ − M₁²/M₀),   (7)
S = −(k/e) M₁/M₀.   (8)

Proof. Let V be the voltage of H relative to C. Raising the voltage lowers the energy of an electron, so Δμ = −eV. The charge current is −e I_N. For ΔT = 0, equation (4) gives

−e I_N = −e (2/h) M₀ (−eV) = (2e²/h) M₀ V,

which proves (6); the two negative signs of the electron charge have cancelled.

For an open circuit, I_N = 0 in (4) requires

Δμ = −kΔT M₁/M₀.

Inserting this in (5) gives

J = (2kT/h) (−M₁²/M₀ + M₂) kΔT,

and K = J/ΔT is (7). The voltage that has built up is V = −Δμ/e = (k/e)(M₁/M₀)ΔT. With the usual definition S = −V/ΔT, where both differences are taken as hot minus cold, (8) follows. ∎

The subtraction in (7) has a simple cause. If the contact passes electrons more easily above μ than below it, a temperature difference first drives a particle current from H to C. In an open circuit this charges the reservoirs until a voltage stops the current. The same voltage drives some heat backwards. If K were taken at zero voltage, the subtraction would be absent, but a charge current would then flow in general.

Remark on the meaning of the ratio. The positive function p(x) = τw/M₀ has unit integral and may be read as a probability distribution. It weights each reduced energy x by its share in the electrical conductance. Its mean is M₁/M₀, and its variance is

Var(x) = M₂/M₀ − (M₁/M₀)².

Dividing (7) by T times (6) therefore gives

K/(GT) = (k/e)² Var(x).   (9)

The ratio of heat to charge conductance measures how widely the energies of the conducting electrons are spread. A filter that passes a narrow range of energies makes the ratio small, even if the electrical conductance remains appreciable. The Wiedemann-Franz law for this model is thus a statement about one variance, which constant transmission fixes.


II. THE TWO QUANTA AND THE LIMITS OF THE LAW

The symbols needed from the first half are these. The reduced energy is x = (E − μ)/(kT), the Fermi function is g(x) = 1/(e^x + 1), and w = −dg/dx. The moments M_n are the integrals of xⁿτw over x. For independent electrons with two equivalent spins,

G = (2e²/h) M₀,   K = (2k²T/h)(M₂ − M₁²/M₀),   S = −(k/e) M₁/M₀,

and K/(GT) = (k/e)² Var(x), where the variance is that of the distribution τw/M₀. The heat current J flows from the hot reservoir H to the cold reservoir C, and K refers to zero charge current.

Lemma 4 (thermal integrals). The weight w is even, and

∫ w dx = 1,   ∫ x w dx = 0,   ∫ x² w dx = π²/3.   (10)

Proof. Differentiation gives

w = e^x/(e^x + 1)² = 1/(e^{x/2} + e^{−x/2})²,

which is even. Its integral is g(−∞) − g(∞) = 1, and its first moment vanishes by symmetry. For the second moment, use symmetry and integrate by parts:

∫ x² w dx = 2 ∫₀^∞ x² w dx = 4 ∫₀^∞ x g dx.

The boundary term −2x²g vanishes at both ends. For x > 0,

g = e^{−x}/(1 + e^{−x}) = e^{−x} − e^{−2x} + e^{−3x} − …

This is an alternating series with decreasing terms, so stopping after N terms leaves an error smaller than e^{−(N+1)x}. Multiplied by x and integrated, that error is below 1/(N+1)² and tends to zero. The series may therefore be integrated term by term:

This part has expressed G, K and S through the moments M_n, and has reduced the last integral in (10) to a series. It remains to sum that series, prove the theorem, and examine departures from the Wiedemann-Franz law and the example of a point contact.
